# How Substrate Clamping Raises the Quartic Landau Coefficient of a Ferroelectric Film

In a Landau model with rough coefficients for lead titanate, a stress-free crystal that is cooled through about 765 K and stays in its state of lowest energy acquires a polarization of 37 uC/cm2 in a single jump. Bond the same material to a rigid substrate that fits its nonpolar lattice perfectly, keep it in a single domain with the polarization along the film normal, and the jump disappears. The polarization now grows from zero at 752 K, and in a scan with steps of 0.1 K its last nonzero value is only 2 uC/cm2. The substrate exerts no force on the nonpolar film, and the Landau coefficients of the material have not been altered. What has changed is the mechanical constraint, and its effect is a positive term in the fourth power of the polarization.

Let the parent phase be cubic, with cube axes 1 and 2 in the film plane and axis 3 along the normal. The film is a single domain with uniform polarization $P$ along axis 3. For a stress-free crystal polarized in this way, the energy density relative to the nonpolar state is

$$f(P)=a_1P^2+a_{11}P^4+a_{111}P^6 .$$

There are no factors 1/2, 1/4 or 1/6 in this convention. If the quartic term is written $(\beta/4)P^4$ instead, every shift of the quartic coefficient found below must be multiplied by four to give the shift of $\beta$.

Strains $u_i$ and stresses $\sigma_i$ carry Voigt indices 1 to 6, tensile stress is positive, and strain is measured from the stress-free cubic parent at the same temperature. Elasticity is taken as linear and electrostriction as quadratic in $P$. A free crystal with polarization $P$ along axis 3 then has the strains

$$u_1^0=u_2^0=Q_{12}P^2,\qquad u_3^0=Q_{11}P^2,\qquad u_4^0=u_5^0=u_6^0=0 .$$

With compliances $s_{11},s_{12},s_{44}$, the potential whose natural variables are polarization and stress is

$$\begin{aligned}G={}&f(P)-\tfrac12 s_{11}(\sigma_1^2+\sigma_2^2+\sigma_3^2)-s_{12}(\sigma_1\sigma_2+\sigma_2\sigma_3+\sigma_3\sigma_1)\\&-\tfrac12 s_{44}(\sigma_4^2+\sigma_5^2+\sigma_6^2)-Q_{12}P^2(\sigma_1+\sigma_2)-Q_{11}P^2\sigma_3 .\end{aligned}$$

Its differential is $dG=E\,dP-\sum_i u_i\,d\sigma_i$, where $E$ is the field along the normal. The minus signs in $G$ are therefore those that make $u_i=-\partial G/\partial\sigma_i$ equal to elastic strain plus electrostrictive strain.

The substrate imposes $u_1=u_2=u_m$ and $u_6=0$. The upper face carries no load, and mechanical equilibrium of a uniform film extends this condition through its thickness: $\sigma_3=\sigma_4=\sigma_5=0$. Three stresses remain unknown. The shear condition reads $s_{44}\sigma_6=0$, so $\sigma_6=0$. The other two conditions are

$$u_m=s_{11}\sigma_1+s_{12}\sigma_2+Q_{12}P^2,\qquad u_m=s_{12}\sigma_1+s_{11}\sigma_2+Q_{12}P^2 .$$

Subtracting them gives $(s_{11}-s_{12})(\sigma_1-\sigma_2)=0$. A stable crystal has $s_{11}-s_{12}>0$, since its elastic energy under $\sigma_1=-\sigma_2$ must be positive. The two stresses are therefore equal, and their common value is

$$\sigma=\frac{u_m-Q_{12}P^2}{S},\qquad S=s_{11}+s_{12}.$$

The numerator is the difference between the in-plane strain the substrate demands and the one the polarized crystal would choose if free.

Since the in-plane strains are held fixed, not the in-plane stresses, $G$ is not the function to minimize. A Legendre transformation in the constrained components gives

$$F=G+\sigma_1u_1+\sigma_2u_2+\sigma_6u_6 ,$$

$$dF=E\,dP+\sigma_1du_1+\sigma_2du_2+\sigma_6du_6-u_3d\sigma_3-u_4d\sigma_4-u_5d\sigma_5 .$$

Under the film's boundary conditions all the differentials after the first vanish, so $dF/dP=E$. At zero field the equilibrium polarization minimizes $F$.

Now insert the stresses. With $\sigma_1=\sigma_2=\sigma$ and the others zero, the two compliance terms of $G$ add up to $-s_{11}\sigma^2-s_{12}\sigma^2=-S\sigma^2$, and the coupling term is $-2Q_{12}P^2\sigma$. The transformation adds $2u_m\sigma$. Hence

$$F=f(P)-S\sigma^2+2\sigma\,(u_m-Q_{12}P^2).$$

The bracket equals $S\sigma$, so the last term is $+2S\sigma^2$, and

$$F=f(P)+S\sigma^2=f(P)+\frac{(u_m-Q_{12}P^2)^2}{S}.$$

Expanding the square gives

$$F=\frac{u_m^2}{S}+\left(a_1-\frac{2u_mQ_{12}}{S}\right)P^2+\left(a_{11}+\frac{Q_{12}^2}{S}\right)P^4+a_{111}P^6 .$$

The quartic coefficient has risen by $Q_{12}^2/(s_{11}+s_{12})$ above its stress-free value. The misfit strain enters the quadratic coefficient and the constant, but not the quartic one. The sixth-order coefficient is unchanged, because a strain quadratic in $P$ produces an elastic energy that ends at $P^4$.

The shift is positive whatever the sign of $Q_{12}$. The elastic energy density of a crystal under equal stresses $\sigma_1=\sigma_2=\sigma$ is $(s_{11}+s_{12})\sigma^2$, and stability requires this to be positive. The same expression gives the physical reason for the shift. As $P$ grows, a free crystal changes its in-plane size by $Q_{12}P^2$. The substrate prevents this, and the energy stored is quadratic in the prevented strain, hence quartic in $P$. For an elastically isotropic film with Young's modulus $Y$ and Poisson ratio $\nu$, $s_{11}=1/Y$ and $s_{12}=-\nu/Y$, so $1/S=Y/(1-\nu)$, the biaxial modulus of a thin plate.

For numbers, take these rough values for lead titanate: $a_1=3.8\times10^5\,(T-752\ \mathrm K)$ J m/C², $a_{11}=-7.3\times10^7$ J m⁵/C⁴, $a_{111}=2.6\times10^8$ J m⁹/C⁶, $Q_{11}=0.089$ and $Q_{12}=-0.026$ m⁴/C², $s_{11}=8.0\times10^{-12}$ and $s_{12}=-2.5\times10^{-12}$ m²/N. Then $S=5.5\times10^{-12}$ m²/N and

$$\frac{Q_{12}^2}{S}=\frac{(0.026)^2}{5.5\times10^{-12}}=1.229\times10^8\ \mathrm{J\,m^5/C^4},$$

$$a_{11}+\frac{Q_{12}^2}{S}=(-0.730+1.229)\times10^8=4.99\times10^7\ \mathrm{J\,m^5/C^4}.$$

The shift exceeds the magnitude of the negative stress-free coefficient, and the sign changes. An independent calculation started from the strain energy with the inverted compliance matrix, let the unconstrained strains relax numerically, and fitted the resulting energy in powers of $P^2$. It gave the same shift, $1.229\times10^8$ J m⁵/C⁴.

The rise of the quartic coefficient is measured from the stress-free crystal. If all six strains were held at zero, the quartic coefficient would be at least as large as in the film at $u_m=0$. Releasing the normal and out-of-plane shear strains lets the body minimize its elastic energy over more variables, which cannot increase that energy. In the example the fully clamped shift is $4.96\times10^8$ J m⁵/C⁴, four times that of the film. The film therefore lies between the two, and a coefficient determined at constant strain must not be inserted in place of $a_{11}$.

The choice of potential also deserves a closer look, because putting $\sigma(P)$ into $G$ and omitting the transformation gives an answer that is partly right:

$$G(P,\sigma(P))=f-\sigma\,(S\sigma+2Q_{12}P^2)=f-\frac{(u_m-Q_{12}P^2)(u_m+Q_{12}P^2)}{S}=f-\frac{u_m^2}{S}+\frac{Q_{12}^2P^4}{S}.$$

The quartic term is correct, but the misfit has vanished from the quadratic term. The slope of this function is not the field, since $\sigma$ changes along with $P$ and contributes $-2u_m\,d\sigma/dP=4u_mQ_{12}P/S$. For $u_m=-2\%$, $T=298$ K and $P=50$ uC/cm2, differentiating $G$ at fixed stress gives $E=-2.88$ MV/cm, and the slope of $F$ at fixed misfit gives the same. The slope of $G(P,\sigma(P))$ is $-0.99$ MV/cm. This value of $P$ serves only to compare derivatives: it lies just below the inflection of $F$ at 52 uC/cm2, where the curvature is negative and the state is not stable at fixed field. At $u_m=0$ the error is absent, so a check at zero misfit would not reveal it.

The changed sign of the quartic coefficient accounts for the lost jump. Write $\alpha$, $b$ and $\gamma$ for the quadratic, quartic and sixth-order coefficients, with $\gamma>0$, and omit the constant. Suppose first that $b<0$. At the transition a polar minimum has the same energy as the nonpolar state. With $x=P^2>0$, equal energy and zero slope require

$$\alpha+bx+\gamma x^2=0,\qquad \alpha+2bx+3\gamma x^2=0 .$$

Their difference is $bx+2\gamma x^2=0$, so $x=-b/(2\gamma)$, and the first equation then gives $\alpha=b^2/(4\gamma)$. For the free crystal,

$$P_{\rm jump}=\sqrt{\frac{7.3\times10^7}{2\times2.6\times10^8}}=0.375\ \mathrm{C/m^2}=37.5\ \mathrm{uC/cm^2},$$

$$T=752+\frac{(7.3\times10^7)^2}{4\times2.6\times10^8\times3.8\times10^5}=765.5\ \mathrm K .$$

If instead $b>0$, no term of the energy is negative for $\alpha\ge0$, and the nonpolar state is the minimum. For $\alpha<0$ the condition $\alpha+2bx+3\gamma x^2=0$ has one positive root,

$$P^2=\frac{-b+\sqrt{b^2-3\alpha\gamma}}{3\gamma},$$

which tends to $-\alpha/(2b)$ as $\alpha\to0$. The polarization starts continuously from zero. For the film at zero misfit, 0.1 K below 752 K, this gives $P^2=3.8\times10^4/(2\times4.99\times10^7)=3.8\times10^{-4}$ C²/m⁴, or $P=1.95$ uC/cm2. Global minimization of the energy on a grid of $P$, repeated in temperature steps of 0.1 K, found this value at the last polar step of the film, and 37.55 uC/cm2 at the last polar step of the free crystal.

The comparison isolates the effect of clamping by keeping $P$ along the normal. It does not show that a real film at zero misfit would choose that direction. There $\sigma=-Q_{12}P^2/S$ is tensile, which favours domains whose long axis lies in the plane. Such domains can undo the change of order. In a fine laminate of normal domains and domains polarized along axis 1, with equal $|P|$, the domain fraction adjusts until $\sigma_1=0$ (about 30% in-plane domains), and only $u_2^0=Q_{12}P^2$, common to both domains, remains blocked. The quartic shift is then $Q_{12}^2/(2s_{11})=4.2\times10^7$ J m⁵/C⁴, smaller than $|a_{11}|$. With wall energy and the stresses near the interface neglected, this laminate has a lower bulk energy than the single domain and appears with a jump of about 24 uC/cm2 near 754 K. The continuous onset belongs to the single-domain film.

The change of order also depends on the size of $Q_{12}$. It requires $Q_{12}^2>-a_{11}S$, or $|Q_{12}|>0.0200$ m⁴/C² with the other coefficients held fixed. Lowering $|Q_{12}|$ by 10% reduces the film's quartic coefficient from $5.0\times10^7$ to $2.7\times10^7$ J m⁵/C⁴, and raising it by 10% gives $7.6\times10^7$. The positive sign survives these changes, but the value is sensitive, being the difference of two comparable numbers.

Now let the substrate have a smaller lattice parameter, with $u_m=-2\%$. The quadratic shift is

$$-\frac{2u_mQ_{12}}{S}=-\frac{2(-0.02)(-0.026)}{5.5\times10^{-12}}=-1.891\times10^8\ \mathrm{J\,m/C^2}.$$

Compression in the plane favours polarization along the normal because $Q_{12}$ is negative: the polar crystal is narrower. At 298 K, $a_1=-1.725\times10^8$ J m/C², and the film's quadratic coefficient is $-3.616\times10^8$ J m/C². Hence

$$P^2=\frac{-4.99\times10^7+\sqrt{(4.99\times10^7)^2+3(3.616\times10^8)(2.6\times10^8)}}{3\times2.6\times10^8}=0.620\ \mathrm{C^2/m^4},$$

and $P=78.7$ uC/cm2. At the same temperature the free crystal has 75.7 uC/cm2, and the film at zero misfit 64.1 uC/cm2. Clamping alone lowers the polarization, and the compressive misfit more than restores it.

The balance between these two effects can be located without solving for $P$. Let $P_0$ minimize the free energy $f$, and choose $u_m=Q_{12}P_0^2$. The added square is never negative and vanishes at $P_0$, so $F(P)\ge f(P)\ge f(P_0)=F(P_0)$. The film then has the polarization of the free crystal and no in-plane stress. In the example this misfit is $-0.026\times(0.757)^2=-1.49\%$, and numerical minimization of the film energy there did return the free polarization. The clamping is nevertheless still present. Differentiating the square twice at that point adds $8Q_{12}^2P_0^2/S$ to the curvature of the energy, so the film responds less to a small field than the free crystal, although both have the same polarization and neither is stressed.

At $-2\%$ the film is compressed beyond this point:

$$\sigma=\frac{-0.02+0.026\times0.620}{5.5\times10^{-12}}=-0.71\ \mathrm{GPa}.$$

The normal strain is $Q_{11}P^2+2s_{12}\sigma=5.87\%$, and the ratio of normal to in-plane lattice parameter is $1.0587/0.98=1.080$.

Two assumptions about the state of this film can be examined: that $P$ has no in-plane component, and that the film is a single domain. For the first, the energy was minimized over all three components of $P$, with the cross coefficients $a_{12}=7.5\times10^8$ J m⁵/C⁴, $a_{112}=6.1\times10^8$ and $a_{123}=-3.7\times10^9$ J m⁹/C⁶, and with $Q_{44}=0.0675$ m⁴/C² and $s_{44}=9.0\times10^{-12}$ m²/N. The lowest minimum found from eight starting points had no in-plane polarization.

For the second, let $h(P,u)$ be the energy density at given polarization and strain, and let $\bar\sigma$ be the stress of the uniform film. Since $G(P,\bar\sigma)$ is the minimum of $h-\bar\sigma\cdot u$ over strain, $h\ge G(P,\bar\sigma)+\bar\sigma\cdot u$ at every point of any domain pattern. Average this over a pattern that repeats in the plane and remains coherent with the substrate. Its mean in-plane strains are $u_m$, so

$$\langle h\rangle\ \ge\ \min_P G(P,\bar\sigma)+2\sigma u_m .$$

If the uniform film's own polarization minimizes $G$ at $\bar\sigma$, the right-hand side is $F$ of the uniform film, and no such pattern has a lower bulk energy. A search from the same eight starting points found no lower value of $G$. A domain polarized in the plane costs 46 MJ/m³ at this stress. Domains of opposite sign have equal bulk energy, because $F$ is even in $P$. They can become favourable when the electrodes screen the surface charge poorly.

That screening can be sized for a film 20 nm thick. Suppose the compensating charge in each short-circuited electrode sits an effective distance $\lambda=0.01$ nm from the film. Each interface then drops a potential $\lambda P/\varepsilon_0$, and the film of thickness $d$ carries an opposing field $2\lambda P/(\varepsilon_0d)$. This adds $\lambda P^2/(\varepsilon_0d)$ to the energy density, or $5.6\times10^7$ J m/C² to the quadratic coefficient. If the film remains a single domain, which this estimate assumes and does not test, its polarization falls from 78.7 to 75.1 uC/cm2, in an opposing field of 0.85 MV/cm. The quartic coefficient does not change. The same term lowers the single-domain transition temperature by $5.6\times10^7/3.8\times10^5\approx150$ K, so the transition temperatures given for the film assume complete screening.

Set beside real lead titanate, the free-crystal transition near 765 K and polarization near 75 uC/cm2 are of the right size, as they should be for coefficients chosen to represent that material. The 2% misfit is large. An assumption that can fail in a real film of this thickness is coherence: misfit dislocations can relieve part of the strain. If half is relieved, so that $u_m=-1\%$, a film kept in a single domain along the normal has 72.4 uC/cm2 at 298 K, 8% below the coherent value. This misfit, however, lies on the tensile side of the stress-free value of $-1.49\%$. The in-plane stress is now $+0.66$ GPa, and at that stress a domain polarized in the plane has a value of $G$ lower by 44 MJ/m³. The argument that excluded such domains at $-2\%$ no longer applies, and the relaxed film may divide into normal and in-plane domains. The quartic shift survives such relaxation provided the film stays bonded and in a single domain, and the dislocations do not rearrange as $P$ changes, since it depends on $u_m$ being fixed and not on its value.

The transition temperature is less secure. Setting the quadratic coefficient to zero gives

$$T=752+\frac{1.891\times10^8}{3.8\times10^5}=1250\ \mathrm K$$

for the film at $-2\%$. This extrapolates the linear law for $a_1$ and constant $s$ and $Q$ over hundreds of kelvin, and it should be read as a property of the model, not as an operating limit. A change of the misfit strain by 0.001 on heating, from unequal thermal expansion of film and substrate, would by itself move the result by 25 K.

Within linear elasticity and quadratic electrostriction, approximations that are stretched at normal strains near 6%, the formula for the quartic shift thus holds for a (001) film of a cubic parent, uniformly polarized along its normal, on a substrate that does not yield. If a polarization change is accommodated by moving domain walls between normal and in-plane domains, the in-plane strain is fixed only on average, and the elastic cost of increasing $P$ can be smaller than the uniform film's. For another film orientation or polarization direction the same Legendre transformation applies, but the electrostrictive strains in the constrained plane, and with them the combination of $Q$ and $s$, must be worked out afresh.

## Computed results

```
Temperature of use: 298 K
Curie-Weiss temperature: 752 K
Slope of a1 with temperature: 3.80e+05 J m/C^2/K
a1 at temperature of use: -1.7252e+08 J m/C^2
a11 stress-free: -7.300e+07 J m^5/C^4
a111: 2.600e+08 J m^9/C^6
a12: 7.50e+08 J m^5/C^4
a112, a123: 6.10e+08, -3.70e+09 J m^9/C^6
Q11, Q12, Q44: 0.089, -0.026, 0.0675 m^4/C^2
s11, s12, s44: 8.00e-12, -2.50e-12, 9.00e-12 m^2/N
s11+s12: 5.500e-12 m^2/N
Misfit strain um: -2.00 %
Quartic shift, formula: 1.22909e+08 J m^5/C^4
Quartic shift, relaxed strain energy: 1.22909e+08 J m^5/C^4
Quartic shift, all strains fixed: 4.9590e+08 J m^5/C^4
Film quartic coefficient: 4.9909e+07 J m^5/C^4
Quadratic shift, formula: -1.89091e+08 J m/C^2
Quadratic shift, relaxed strain energy: -1.89091e+08 J m/C^2
Film quadratic coefficient: -3.6161e+08 J m/C^2
Field at P=50 uC/cm2, fixed stress: -2.8791 MV/cm
Field at P=50 uC/cm2, film energy: -2.8791 MV/cm
Field at P=50 uC/cm2, G alone (wrong): -0.9882 MV/cm
P of free crystal: 75.70 uC/cm2
P of film at zero misfit: 64.08 uC/cm2
P of strained film, minimization: 78.73 uC/cm2
P of strained film, formula: 78.73 uC/cm2
Misfit giving zero film stress: -1.490 %
In-plane stress of strained film: -0.706 GPa
Normal strain of strained film: 5.87 %
c/a of strained film: 1.0803
Free crystal transition, scan: 765.4 K
Free crystal transition, formula: 765.5 K
Free crystal P at last polar step: 37.55 uC/cm2
Free crystal P jump, formula: 37.47 uC/cm2
Zero-misfit film transition, scan: 751.9 K
Zero-misfit film P at last polar step: 1.95 uC/cm2
Strained film transition, scan: 1249.5 K
Strained film transition, formula: 1249.6 K
Strained film P at last polar step: 1.95 uC/cm2
Temperature step of scans: 0.1 K
Largest in-plane P in 3-component search: 0.000 uC/cm2
Cost of in-plane domain at film stress: 46.0 MJ/m3
Film thickness: 20 nm
Screening length per electrode: 0.010 nm
Depolarizing addition to a1: 5.647e+07 J m/C^2
Depolarizing field: 0.849 MV/cm
P with depolarizing field: 75.15 uC/cm2
P with misfit half relaxed: 72.43 uC/cm2
Film quartic coefficient, |Q12| 10% lower: 2.656e+07 J m^5/C^4
Film quartic coefficient, |Q12| 10% higher: 7.572e+07 J m^5/C^4
|Q12| at which film quartic vanishes: 0.02004 m^4/C^2
Transition shift per 0.1% misfit change: 24.9 K
```
